# Why a Permeable Cap Raises A but Not B in Silicon Oxidation

An oxide that grows on silicon by taking up oxidant from a gas follows, in the Deal-Grove model, the law $x^2+Ax=Bt+\text{const}$, where $x$ is the oxide thickness. Suppose that the oxidant must first cross an inert cap of fixed thickness $L$. The law keeps its form and its $B$, while $A$ is replaced by

$$
A'=A+2rL,\qquad r=\frac{DC^*}{D_cC_c^*}.
$$

Here $D$ and $C^*$ are the diffusivity and equilibrium solubility of the oxidant in the growing oxide, and $D_c$ and $C_c^*$ are the same quantities in the cap. The product of diffusivity and solubility is the permeability, so $r$ is the permeability of the oxide divided by that of the cap. The cap resists diffusion as an oxide layer of thickness $rL$ would. This resistance is constant, whereas that of the growing oxide is proportional to $x$. The constant resistances, expressed as equivalent oxide thicknesses and doubled, make up $A$. For given $C^*$ and oxidant content of the oxide, the rate at which resistance increases with $x$ sets $B$.

## The resistances in series

Consider a blanket film, so that transport is one-dimensional. A single molecular species carries the oxidant through both solids, and its solubility in each is proportional to gas pressure (Henry's law). The cap neither reacts nor changes thickness, and it leaves the properties of the oxide beneath it unchanged. The equations below contain no unit-dependent constant, so they hold in atomic units as in any consistent set.

Let $F$ be the number of oxidant molecules crossing unit area in unit time, counted positive towards the silicon. Growth is taken to be quasi-steady: at each thickness, the same $F$ crosses every layer. This neglects the oxidant needed to change the dissolved content of the layers, an approximation examined below.

The concentration jumps where cap and oxide meet, because the two solids dissolve different amounts at the same oxidant activity. Local equilibrium there gives

$$
C_{\rm out}=m\,c_{\rm bottom},\qquad m=\frac{C^*}{C_c^*},
$$

where $C_{\rm out}$ is the concentration at the outer surface of the oxide and $c_{\rm bottom}$ that at the bottom of the cap. Multiplying every cap concentration by $m$ puts it on the oxide scale and removes the jump. On this scale, the four transport laws are

$$
\begin{aligned}
F&=h(C^*-m\,c_{\rm top}) &&\text{(gas transfer)},\\
F&=D_c(c_{\rm top}-c_{\rm bottom})/L &&\text{(cap)},\\
F&=D(C_{\rm out}-C_{\rm in})/x &&\text{(oxide)},\\
F&=kC_{\rm in} &&\text{(reaction)}.
\end{aligned}
$$

The gas transfer coefficient $h$ refers to oxide concentrations, $C_{\rm in}$ is the concentration at the silicon, and $k$ is the rate constant of a first-order reaction. Solving each law for its concentration drop, with the cap law multiplied by $m$, gives

$$
\begin{aligned}
C^*-m\,c_{\rm top}&=F/h,\\
m\,c_{\rm top}-m\,c_{\rm bottom}&=FmL/D_c,\\
C_{\rm out}-C_{\rm in}&=Fx/D,\\
C_{\rm in}&=F/k.
\end{aligned}
$$

Since $m\,c_{\rm bottom}=C_{\rm out}$, the intermediate concentrations cancel when the four lines are added:

$$
C^*=F\left(\frac1h+\frac{mL}{D_c}+\frac xD+\frac1k\right).
$$

This is the series law. The same flux passes through each resistance, and the drops add up to the full driving concentration $C^*$.

## From flux to growth law

Let $N$ be the number of oxidant molecules built into unit volume of oxide. Then $N\,dx/dt=F$, and the time needed per unit thickness is

$$
\frac{dt}{dx}=\frac NF=\frac N{C^*}\left(\frac xD+\frac1k+\frac1h+\frac{mL}{D_c}\right).
$$

Define $B=2DC^*/N$, so that $N/C^*=2D/B$. Multiplying the bracket by $D$, and using $mD/D_c=r$, gives

$$
\frac{dt}{dx}=\frac2B\left(x+\frac Dk+\frac Dh+rL\right)=\frac{2x+A'}B,
$$

$$
A'=\underbrace{2D\left(\frac1k+\frac1h\right)}_{A}+2rL.
$$

The factor 2 in $A'$ comes from the definition of $B$. Each constant resistance enters $A'$ as twice its equivalent oxide thickness. The coefficient of $x$ is $2/B=N/(DC^*)$, which contains no property of the cap.

Integrating from a starting thickness $x_i$ at $t=0$ gives

$$
x^2-x_i^2+A'(x-x_i)=Bt.
$$

The starting term is therefore $x_i^2+A'x_i$, with $A'$ and not $A$. If $x_i>0$, keeping the uncapped value there would give a wrong thickness even at $t=0$.

## Why the cap does not lower B by starving the oxide

The cap does reduce the concentration at the outer surface of the oxide, and $B$ is proportional to a concentration. It might seem that $B$ should fall. The concentration in $B$, however, is $C^*$, the value in equilibrium with the gas, whereas the reduced surface value depends on thickness. From the oxide and reaction laws, $C_{\rm out}=F(x/D+1/k)$. Dividing by the series law and multiplying numerator and denominator by $D$ gives

$$
\frac{C_{\rm out}}{C^*}=\frac{x+D/k}{x+A'/2},
\qquad
1-\frac{C_{\rm out}}{C^*}=\frac{rL+D/h}{x+A'/2}.
$$

The drop across the cap is flux times a fixed resistance. As the oxide thickens, the flux falls, so the drop falls too and $C_{\rm out}$ returns towards $C^*$. Starvation is strongest in thin oxide and fades in the diffusion-limited regime, where $B$ governs growth.

Lower gas pressure acts differently. By Henry's law it reduces $C^*$ and $C_c^*$ in the same proportion, leaving $r$ unchanged. With $D$, $k$ and $h$ held fixed, $A'$ stays the same and $B$ falls in proportion to pressure. In real dry oxidation a fixed $k$ is only an approximation: the measured $B/A$ of uncapped oxide varies roughly as the 0.7 to 0.8 power of pressure, so the reaction part of $A'$ falls somewhat as pressure is lowered. Pressure changes the total driving concentration at every thickness; the cap adds a resistance.

## A worked case

Take dry oxidation at 1273 K and 760 Torr through a 100 nm deposited silica cap, starting from 25 nm of thermal oxide. The inputs are rough: $D=7\times10^{-9}$ and $D_c=1\times10^{-8}$ cm²/s, $C^*=5\times10^{16}$ and $C_c^*=7\times10^{16}$ cm⁻³, $N=2.2\times10^{22}$ cm⁻³, $k=9\times10^{-4}$ cm/s and $h=100$ cm/s. The permeability ratio is

$$
r=\frac{(7\times10^{-9})(5\times10^{16})}{(1\times10^{-8})(7\times10^{16})}=0.50.
$$

The equivalent oxide thicknesses are $D/k=77.8$ nm for the reaction, $rL=50$ nm for the cap and $D/h=0.0007$ nm for the gas film, which is negligible here. Hence

$$
A=2(77.8)=155.6\ \text{nm},\qquad A'=155.6+2(50)=255.6\ \text{nm}.
$$

The addition is 100 nm, or 1000 Å. With and without the cap, $B=1.145\times10^4$ nm²/h. In the model with fixed $k$, halving the pressure gives $B=5.73\times10^3$ nm²/h and leaves $A'$ at 255.6 nm.

At $x=25$ nm, the surface concentration is

$$
\frac{C_{\rm out}}{C^*}=\frac{25+77.8}{25+127.8}=0.673.
$$

It rises to 0.78 at 100 nm and 0.96 at 1000 nm.

To find the thickness at a given time, add $A'^2/4$ to both sides of the integrated law and complete the squares:

$$
\left(x+\frac{A'}2\right)^2=Bt+\left(x_i+\frac{A'}2\right)^2.
$$

The positive root is the physical one. After 4 h, $Bt=45\,818$ nm², so with the cap

$$
x=\sqrt{45\,818+(152.8)^2}-127.8=135.2\ \text{nm}.
$$

The uncapped wafer, with the same gas, temperature and starting oxide, reaches 159.7 nm. The capped wafer lags by 11.8 nm after 1 h, 24.5 nm after 4 h and 35.7 nm after 16 h.

## Early and late growth

In the thin-oxide limit, $x\ll A'/2$, the rate is $dx/dt\approx B/A'$. The cap lowers this linear rate constant from 73.6 to 44.8 nm/h. The interface reaction constant $k$ has not changed; $B/A'$ now measures reaction and cap together. If the cap resistance dominates all the others, then $A'\approx2rL$ and

$$
\frac B{A'}\approx\frac{2DC^*/N}{2LDC^*/(D_cC_c^*)}=\frac{D_cC_c^*}{NL}.
$$

The permeability of the growing oxide cancels, as it should when the cap alone limits the supply. Even then, growth becomes parabolic with the original $B$ once $x\gg rL$.

For late growth, subtract the capped root from the uncapped one:

$$
x_{\rm bare}-x_{\rm cap}=rL-\left[\sqrt{Bt+\left(x_i+\tfrac{A'}2\right)^2}-\sqrt{Bt+\left(x_i+\tfrac A2\right)^2}\right].
$$

At $t=0$ the bracket equals $rL$ and there is no lag. At long times the bracket is a fixed difference of squares divided by a sum of roots that grows as $2\sqrt{Bt}$, so it tends to zero. The lag therefore approaches $rL$, here 50 nm, from below. The cap costs a finite thickness of oxide, not a fixed fraction of it.

This matters when $B$ is extracted from data. In the model,

$$
\frac{2x}{B}\frac{dx}{dt}=\frac{2x}{2x+A'},
$$

which is 0.16 at 25 nm and still only 0.89 at 1000 nm for the capped wafer. Reading $2x\,dx/dt$ as $B$ would make the cap appear to reduce $B$. A better plot follows from dividing the integrated law by $B(x-x_i)$:

$$
\frac t{x-x_i}=\frac{x+x_i}B+\frac{A'}B.
$$

Plotted against $x+x_i$, capped and uncapped growth give parallel lines of slope $1/B$. Their separation is $2rL/B$, or 31 s per nm in the example: the cap adds the same time to every nanometre grown.

## A cap made of the same oxide

If the cap has the properties of the growing oxide, then $r=1$ and $A'=A+2L$. The result must agree with ordinary oxidation that starts from a thickness $L$. Let $y=x+L$ be the total thickness. The uncapped law is $y^2+Ay=Bt+L^2+AL$, and substitution gives

$$
x^2+2Lx+L^2+Ax+AL=Bt+L^2+AL.
$$

Cancelling the common terms leaves $x^2+(A+2L)x=Bt$, which is the capped law for a start from bare silicon. With $L=100$ nm and the other parameters of the example, both descriptions give 100.5 nm of new oxide after 4 h. An existing oxide is thus itself a fixed series resistance for the oxide grown later.

## When the separation fails

The cap must have a resistance independent of $x$. Suppose instead that it thickens with the oxide, as $L+sx$. The equivalent thickness $rL$ becomes $rL+rsx$, and

$$
\frac{dt}{dx}=\frac{2(1+rs)x+A'}B.
$$

Dividing numerator and denominator by $1+rs$ restores the standard form, with both constants changed:

$$
B_{\rm eff}=\frac B{1+rs},\qquad A_{\rm eff}=\frac{A'}{1+rs}.
$$

For $s=0.2$ in the example, $1+rs=1.1$. Then $B$ falls to $1.04\times10^4$ nm²/h and the effective $A$ is 232 nm. A constant resistance is thus necessary, but it is not enough: the cap must also not consume oxidant. If a cap of fixed thickness removes oxidant by a first-order reaction with rate constant $\kappa$, the concentration at its bottom tends, as the flux into the oxide vanishes, to $1/\cosh(L/\lambda)$ of the equilibrium value, with $\lambda=\sqrt{D_c/\kappa}$ and the gas film neglected. The law stays linear-parabolic, but $B$ falls to $B/\cosh(L/\lambda)$, or $0.65B$ for $\lambda=L$.

Linear transport is needed too. Suppose that the oxidant dissociates in the cap and has a solubility there proportional to the square root of its activity. Let $u=C_{\rm out}/C^*$ and neglect the gas film. The cap flux is then $F=GC^*(1-\sqrt u)$, where $G$ is a constant conductance. The contribution of the cap to $A'$ is $2D$ times its concentration drop divided by the flux:

$$
\Delta A=\frac{2D(C^*-C_{\rm out})}F=\frac{2D(1-u)}{G(1-\sqrt u)}=\frac{2D(1+\sqrt u)}G.
$$

As the oxide thickens, $u\to1$ and $\Delta A\to4D/G$. The late parabolic constant is still $B$, but $\Delta A$ varies along the way. With $G$ chosen to make the late addition 100 nm, it is 90 nm at $x=0$. The growth is then not strictly linear-parabolic with one constant $A'$.

## Is the flux really the same in every layer?

Without the quasi-steady assumption, the dissolved oxidant obeys a diffusion equation in each solid, and the oxide has a moving inner boundary. With $y$ measured from the outer oxide surface, the conditions at $y=x(t)$ are

$$
N\frac{dx}{dt}=kC_{\rm in},\qquad
-D\frac{\partial C}{\partial y}=kC_{\rm in}+C_{\rm in}\frac{dx}{dt}.
$$

The last term supplies the oxidant left dissolved in newly formed oxide. Relative to the reaction term it is $C_{\rm in}/N$, so storage in the oxide is weak when $C^*/N$ is small. Storage in the cap is a separate condition: its content, at most $C_c^*L$ per unit area, must be small against the oxidant $Nx$ built into the oxide, and its filling time $L^2/D_c$ short against the growth time.

This full problem was solved numerically in dimensionless form with $D=C^*=1$, $k=2$, $h=50$, $D_c=0.5$, $m=0.8$ and $L=0.5$. The solids initially held no dissolved oxidant, and the oxide grew from 0.2 to 5. For $C^*/N=0.002$, a quadratic fit of time against thickness beyond 0.5 gave $A=1.0399$ without the cap and 2.6399 with it; the formulas give 1.0400 and 2.6400. Both runs gave $B=0.003997$, against the quasi-steady 0.004000. For the capped run, the larger of the errors in $A'$ and $B$, relative to the formulas, was 0.067%. At $C^*/N=0.02$ it was 0.67%, ten times larger, as expected for a storage effect.

In the silicon example, $C^*/N$ is $2.3\times10^{-6}$, and the diffusion time $L^2/D_c$ of the cap is about 0.01 s. Storage is therefore unimportant over hours of growth.

## Beside a real wafer

The example lies in the regime of dry oxidation near 1000 °C, where $B$ is roughly 0.01 µm²/h and $A$ is roughly 0.15 µm on (111) silicon; on (100) silicon the interface reaction is slower and $A$ is larger, above 0.2 µm. The least certain input is the permeability of the deposited silica, which depends on how it was deposited and densified. If it matched thermal oxide, $r$ would be 1 and the addition to $A$ would double to 200 nm. A real cap may also shrink during the anneal: a cap 5% thinner throughout, with its permeability unchanged, would give 1.1 nm more oxide after 4 h. Only thickness divided by permeability matters, so a 5% loss of permeability on densification would cancel this gain and a larger loss would reverse it. Dry growth is faster in very thin oxide than this model allows. Multiplying $k$ by $1+5e^{-x/(7\,\text{nm})}$, as a rough representation, adds 0.3 nm after 4 h from the 25 nm starting oxide, but 3.9 nm from bare silicon. This takes the enhancement to depend on the grown oxide alone; if it depends on the total silica thickness, cap included, both shifts vanish under a 100 nm cap. A temperature 5 K higher adds 4.7 nm, with rough activation energies of 1.2 eV for $B$ and 2.0 eV for $B/A$, and with $r$ held fixed. That is about 3.5% of the capped thickness and the largest of these three shifts. Patterned caps, which admit oxidant sideways at their edges, lie outside the one-dimensional model. The values behind these comparisons are in the numerical output.

## Table of computed values

```
temperature 1273 K, pressure 760 Torr
D oxide 7.0e-09, D cap 1.0e-08 cm2/s
solubility oxide 5.0e+16, cap 7.0e+16 cm^-3
N 2.2e+22 cm^-3; k 9.0e-04, h 100 cm/s
cap thickness 100 nm, starting oxide 25 nm
permeability ratio oxide/cap r = 0.500
equivalent oxide of reaction D/k = 77.78 nm
equivalent oxide of gas film D/h = 0.00070 nm
equivalent oxide of cap r L = 50.00 nm
A uncapped: formula 155.56, local laws 155.56 nm
A capped: formula 255.56, local laws 255.56 nm
cap addition to A = 100.00 nm = 1000 angstrom
B formula 11454.5 nm2/h
B local laws: uncapped 11454.5, capped 11454.5 nm2/h
B/A uncapped 73.64, capped 44.82 nm/h
extra time per nm of oxide 31.43 s/nm
x = 25 nm: C_out/C* = 0.6727, 2x(dx/dt)/B = 0.1636
x = 100 nm: C_out/C* = 0.7805, 2x(dx/dt)/B = 0.4390
x = 1000 nm: C_out/C* = 0.9557, 2x(dx/dt)/B = 0.8867
1 h: uncapped 70.61, capped 58.76, lag 11.85 nm
4 h: uncapped 159.67, capped 135.20, lag 24.47 nm
16 h: uncapped 362.49, capped 326.77, lag 35.72 nm
lag at 1e6 h (mathematical limit check) 49.94 nm
half pressure: A 255.56 nm, B 5727.3 nm2/h
same-oxide cap, bare start, 4 h: capped law 100.472 nm
  growth from 100 nm oxide, gain 100.472 nm
thickening cap, s = 0.2: A 232.32 nm, B 10413.2 nm2/h
dissociating cap, addition to A: x=0 89.81, late 99.99 nm
full moving-boundary problem (dimensionless):
  C*/N = 0.002: A uncapped 1.0399, formula 1.0400
  A capped 2.6399, formula 2.6400
  B uncapped 0.003997, capped 0.003997, formula 0.004000
  largest relative error, C*/N = 0.02: 6.67e-03
  largest relative error, C*/N = 0.002: 6.73e-04
  relative shift on doubling the mesh 4.4e-07
neglected effects, change of capped thickness at 4 h:
  fast thin-oxide reaction (extra factor 5, 7 nm decay):
    from 25 nm oxide +0.27 nm, from bare silicon +3.88 nm
  cap 5 % thinner +1.06 nm
  5 K hotter (E_B 1.2, E_B/A 2.0 eV) +4.72 nm
example C*/N 2.27e-06; cap filling time 0.010 s
```
